# Siegert's theorem and the toroidal remainder of electric multipole transitions: a program that tests the result

```python
"""Siegert's theorem for the electric multipole amplitude
    T(k) = (1/k) Int J . curl[ j_L(kr) Y_LLM ],   Y_LLM = -i r x grad Y_LM / sqrt(L(L+1)).
Result under test: T = T_S + R exactly, where
    T_S = -(omega/k) sqrt((L+1)/L) k^L/(2L+1)!! Int rho r^L Y_LM      (charge only)
    R   = (1/k) Int [j_L(kr) - (kr)^L/(2L+1)!!] Y_LLM . curl J         (toroidal remainder)
J, rho: transition current and charge densities with div J = -i omega rho.
Internal units: oscillator length b, oscillator frequency omega0, particle charge q, mass m;
then hbar = m = b = omega0 = q = 1. The wave number k is independent of omega in the tests.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import spherical_jn, factorial2, gamma

X = sp.symbols('x y z', real=True)
x, y, z = X
r2 = x**2 + y**2 + z**2

# Product Gauss-Hermite grid for integrals over all space
nodes, weights = np.polynomial.hermite.hermgauss(24)
P = np.array(np.meshgrid(nodes, nodes, nodes, indexing='ij')).reshape(3, -1)
W = np.einsum('i,j,k->ijk', weights, weights, weights).ravel()
R2 = np.sum(P**2, axis=0)
W = W * np.exp(R2)


def evaluator(expressions):
    """Turn a list of symbolic expressions into a function of points (3, n)."""
    func = sp.lambdify(X, list(expressions), 'numpy')

    def evaluate(pts):
        return np.array([np.broadcast_to(np.asarray(v, dtype=complex), (pts.shape[1],))
                         for v in func(*pts)])
    return evaluate


def grad(f):
    return [sp.diff(f, v) for v in X]


def div(a):
    return sum(sp.diff(a[i], X[i]) for i in range(3))


def curl(a):
    return [sp.diff(a[2], y) - sp.diff(a[1], z),
            sp.diff(a[0], z) - sp.diff(a[2], x),
            sp.diff(a[1], x) - sp.diff(a[0], y)]


def make_case(J, rho, omega, L, solid):
    """Tabulate a source (J, rho) and the solid harmonic r^L Y_LM."""
    c = SimpleNamespace(L=L, omega=omega, root=np.sqrt(L * (L + 1)),
                        df=float(factorial2(2 * L + 1)))
    c.J = evaluator(J)(P)
    c.curlJ = evaluator(curl(J))(P)
    c.divJ = evaluator([div(J)])(P)[0]
    c.rho = evaluator([rho])(P)[0]
    c.S = evaluator([solid])(P)[0]
    c.grad_solid = evaluator(grad(solid))
    g = grad(r2 * solid)
    factor = sp.Rational(L + 3, 2 * (2 * L + 3))
    c.toroidal_field = evaluator([X[i] * solid - factor * g[i] for i in range(3)])(P)
    return c


def norm_and_energy(psi):
    values = evaluator([psi] + grad(psi))(P)
    norm2 = np.sum(W * abs(values[0])**2)
    kinetic = 0.5 * np.sum(W * np.sum(abs(values[1:])**2, axis=0))
    potential = 0.5 * np.sum(W * R2 * abs(values[0])**2)
    return np.sqrt(norm2), (kinetic + potential) / norm2


def transition(psi_i, psi_f, L, solid):
    """Transition densities from the Schroedinger current operator."""
    norm_i, energy_i = norm_and_energy(psi_i)
    norm_f, energy_f = norm_and_energy(psi_f)
    scale = sp.Float(1 / (norm_i * norm_f), 17)
    bra = sp.conjugate(psi_f)
    gi, gf = grad(psi_i), grad(bra)
    J = [scale * (bra * gi[a] - psi_i * gf[a]) / (2 * sp.I) for a in range(3)]
    return make_case(J, scale * bra * psi_i, energy_f - energy_i, L, solid)


def radial(L, k, rsq, first=0, stretched=False):
    """Series of j_L(kr)/r^L from term 'first'; stretched: series of d(r j_L)/dr / r^L."""
    term = np.ones_like(rsq) / float(factorial2(2 * L + 1))
    total = np.zeros_like(rsq)
    for n in range(50):
        if n > 0:
            term = term * (-k**2 * rsq / 2) / (n * (2 * L + 2 * n + 1))
        if n >= first:
            total = total + term * ((L + 2 * n + 1) if stretched else 1)
    return k**L * total


def magnetic_field_mode(c, k, pts, first=0):
    """j_L(kr) Y_LLM, or the same without its lowest power of k when first=1."""
    cross = np.cross(pts.T, c.grad_solid(pts).T).T
    return -1j * radial(c.L, k, np.sum(pts**2, axis=0), first) * cross / c.root


def numerical_curl(field, pts, h=0.1):
    """Sixth-order central differences."""
    D = []
    for a in range(3):
        step = np.zeros((3, 1))
        step[a] = h
        D.append(sum(cf * (field(pts + m * step) - field(pts - m * step))
                     for m, cf in ((1, 3 / 4), (2, -3 / 20), (3, 1 / 60))) / h)
    return np.array([D[1][2] - D[2][1], D[2][0] - D[0][2], D[0][1] - D[1][0]])


def dot_integral(a, b):
    return np.sum(W * np.sum(a * b, axis=0))


def direct(c, k):
    """Amplitude from its definition."""
    return dot_integral(c.J, numerical_curl(lambda p: magnetic_field_mode(c, k, p), P)) / k


def siegert(c, k):
    Q = np.sum(W * c.rho * c.S)
    return -c.omega / k * np.sqrt((c.L + 1) / c.L) * k**c.L / c.df * Q


def remainder(c, k):
    return dot_integral(magnetic_field_mode(c, k, P, first=1), c.curlJ) / k


def toroidal(c, k):
    return 1j * k**(c.L + 1) / (c.df * c.root) * dot_integral(c.J, c.toroidal_field)


def remainder_bound(c, k):
    cross = np.cross(P.T, c.grad_solid(P).T).T
    integral = np.sum(W * R2 * abs(np.sum(cross * c.curlJ, axis=0)))
    return k**(c.L + 1) * integral / (2 * (2 * c.L + 3) * c.df * c.root)


def charge_part(c, k):
    return -c.omega / (k * c.root) * np.sum(
        W * c.rho * c.S * radial(c.L, k, R2, stretched=True))


def radial_current_part(c, k):
    return 1j * k / c.root * np.sum(
        W * np.sum(P * c.J, axis=0) * c.S * radial(c.L, k, R2))


# Solid harmonics, with their normalization checked
S10 = sp.sqrt(3 / (4 * sp.pi)) * z
S22 = sp.sqrt(15 / (32 * sp.pi)) * (x + sp.I * y)**2
for L, S in ((1, S10), (2, S22)):
    value = np.sum(W * np.exp(-R2) * abs(evaluator([S])(P)[0])**2)
    assert abs(value - gamma(L + 1.5) / 2) < 1e-11

# Bessel series against the library function, and the bound on its first correction
s = np.linspace(0.05, 6, 200)
for L in (1, 2):
    assert np.max(abs(radial(L, 1.0, s**2) * s**L - spherical_jn(L, s))) < 1e-11
    s_long = np.linspace(0.05, 40, 2000)
    df = float(factorial2(2 * L + 1))
    gap = abs(spherical_jn(L, s_long) - s_long**L / df)
    assert np.all(gap <= s_long**(L + 2) / (2 * (2 * L + 3) * df) * (1 + 1e-9) + 1e-14)

# Sources: three oscillator transitions and one charge-free toroidal current
gauss = sp.exp(-r2 / 2)
allowed = transition(gauss, z * gauss, 1, S10)
forbidden = transition(gauss, z * (r2 - sp.Rational(5, 2)) * gauss, 1, S10)
quadrupole = transition(z * gauss, z * (x + sp.I * y)**2 * gauss, 2, S22)
ring = make_case(curl(curl([sp.Integer(0), sp.Integer(0), sp.exp(-r2)])),
                 sp.Integer(0), 1.0, 1, S10)
cases = {'allowed dipole': allowed, 'forbidden dipole': forbidden,
         'quadrupole': quadrupole, 'charge-free current': ring}
for c, expected in ((allowed, 1), (forbidden, 3), (quadrupole, 2)):
    assert abs(c.omega - expected) < 1e-10

k_test = 0.5
worst = 0.0
for name, c in cases.items():
    # continuity, point by point
    assert np.max(abs(c.divJ + 1j * c.omega * c.rho)) < 1e-10 * np.max(abs(c.J))
    T = direct(c, k_test)
    error = abs(T - siegert(c, k_test) - remainder(c, k_test)) / abs(T)
    worst = max(worst, error)
    assert error < 1e-7                      # exact splitting
    assert abs(T - charge_part(c, k_test) - radial_current_part(c, k_test)) < 1e-7 * abs(T)
    assert abs(remainder(c, k_test)) <= remainder_bound(c, k_test) * (1 + 1e-10)
    # toroidal moment as the limit of the remainder; next correction is of order k^2
    assert abs(remainder(c, 0.01) / toroidal(c, 0.01) - 1) < 1e-3

# Cartesian toroidal dipole for L=1, M=0
for c in (allowed, forbidden, ring):
    t_z = np.sum(W * (P[2] * np.sum(P * c.J, axis=0) - 2 * R2 * c.J[2])) / 10
    moment = dot_integral(c.J, c.toroidal_field)
    assert abs(t_z) > 1e-3
    assert abs(moment - 2 * np.sqrt(3 / (4 * np.pi)) * t_z) < 1e-10 * abs(moment)

# Powers of k at fixed J and omega, from the definition alone and from its misfit to T_S
orders = {}
for name in ('allowed dipole', 'quadrupole'):
    c = cases[name]
    T1, T2 = direct(c, 0.04), direct(c, 0.02)
    full = np.log2(abs(T1 / T2))
    rest = np.log2(abs((T1 - siegert(c, 0.04)) / (T2 - siegert(c, 0.02))))
    assert abs(full - (c.L - 1)) < 0.01 and abs(rest - (c.L + 1)) < 0.01
    orders[name] = (full, rest)

# Closed forms for the oscillator
form_factors = []
for k in (0.1, 0.5, 1.0):
    ratio = (direct(allowed, k) / siegert(allowed, k)).real
    assert abs(ratio - np.exp(-k**2 / 4)) < 1e-7
    cross_ratio = direct(forbidden, k) / direct(allowed, k)
    assert abs(cross_ratio / (-k**2 / (2 * np.sqrt(10))) - 1) < 1e-6
    form_factors.append((k, ratio))

# A trial final state of wrong width violates continuity
width = 1.2
trial = transition(gauss, z * sp.exp(-r2 / (2 * sp.Rational(6, 5)**2)), 1, S10)
continuity_misfit = np.max(abs(trial.divJ + 1j * trial.omega * trial.rho)) \
    / np.max(abs(trial.omega * trial.rho))
trial_ratio = (direct(trial, 0.001) / siegert(trial, 0.001)).real
assert continuity_misfit > 0.01 and abs(trial_ratio - 1) > 0.05

# Worked example with the photon on shell
energy_eV = 2.0
omega0 = energy_eV * const.e / const.hbar
b = np.sqrt(const.hbar / (const.m_e * omega0))
speed = b * omega0
k1 = omega0 * b / const.c
k3 = 3 * k1
T1, S1, R1 = direct(allowed, k1), siegert(allowed, k1), remainder(allowed, k1)
T3, R3 = direct(forbidden, k3), remainder(forbidden, k3)
relative = (R1 / S1).real
charge_shift = (charge_part(allowed, k1) / S1 - 1).real
current_shift = (radial_current_part(allowed, k1) / S1).real
dipole1 = abs(np.sum(W * allowed.rho * P[2]))
dipole3 = abs(np.sum(W * forbidden.rho * P[2]))
assert abs((T1 - S1) / R1 - 1) < 1e-4        # limited by rounding in T1 - S1
assert abs(T3 / R3 - 1) < 1e-4
assert abs(relative / (-k1**2 / 4) - 1) < 1e-4
assert abs(charge_shift / (-k1**2 / 2) - 1) < 1e-4
assert abs(current_shift / (k1**2 / 4) - 1) < 1e-4
assert dipole3 < 1e-11
assert max(abs(T1.imag / T1.real), abs(T3.imag / T3.real)) < 1e-7

print('TESTS (lengths in b, k in 1/b)')
print(f'largest relative error of T = T_S + R at k = {k_test}: {worst:.1e}')
for name, c in cases.items():
    print(f'{name}: |R|/bound at k = {k_test}: '
          f'{abs(remainder(c, k_test)) / remainder_bound(c, k_test):.4f}')
for name, (full, rest) in orders.items():
    print(f'{name}: power of k in T {full:.3f}, in T - T_S {rest:.3f}')
for k, ratio in form_factors:
    print(f'allowed dipole, kb = {k}: T/T_S = {ratio:.6f}')
print(f'trial width {width} b: energy difference = {trial.omega:.4f} hbar omega0')
print(f'trial width {width} b: current form / charge form = {trial_ratio:.4f}')
print('WORKED EXAMPLE (amplitudes divided by the electron charge q)')
print(f'hbar omega0 = {energy_eV:.1f} eV')
print(f'omega0 = {omega0:.4e} rad/s')
print(f'oscillator length b = {b * 1e9:.5f} nm')
print(f'b omega0 = {speed:.4e} m/s')
print(f'first transition: wavelength = {2 * np.pi * const.c / omega0 * 1e9:.2f} nm')
print(f'first transition: kb = {k1:.5e}')
print(f'first transition: |<f|z|i>| = {dipole1 * b * 1e9:.5f} nm')
print(f'first transition: T_S/q = {S1.real * speed:.5e} m/s')
print(f'first transition: R/q = {R1.real * speed:.4e} m/s')
print(f'first transition: R/T_S = {relative:.4e}')
print(f'  relative shift from charge term = {charge_shift:.4e}')
print(f'  relative shift from radial current term = {current_shift:.4e}')
print(f'second transition: photon energy = {forbidden.omega * energy_eV:.1f} eV')
print(f'second transition: kb = {k3:.5e}')
print(f'second transition: |<f|z|i>| = {dipole3 * b * 1e9:.8f} nm')
print(f'second transition: T/q = {T3.real * speed:.4e} m/s')
print(f'second / first amplitude, each on shell = {(T3 / T1).real:.4e}')
print('every check passed')
```

Running it gives:

```
TESTS (lengths in b, k in 1/b)
largest relative error of T = T_S + R at k = 0.5: 3.7e-11
allowed dipole: |R|/bound at k = 0.5: 0.9694
forbidden dipole: |R|/bound at k = 0.5: 0.6096
quadrupole: |R|/bound at k = 0.5: 0.9528
charge-free current: |R|/bound at k = 0.5: 0.6096
allowed dipole: power of k in T -0.000, in T - T_S 2.000
quadrupole: power of k in T 0.999, in T - T_S 3.000
allowed dipole, kb = 0.1: T/T_S = 0.997503
allowed dipole, kb = 0.5: T/T_S = 0.939413
allowed dipole, kb = 1.0: T/T_S = 0.778801
trial width 1.2 b: energy difference = 1.1681 hbar omega0
trial width 1.2 b: current form / charge form = 0.8561
WORKED EXAMPLE (amplitudes divided by the electron charge q)
hbar omega0 = 2.0 eV
omega0 = 3.0385e+15 rad/s
oscillator length b = 0.19519 nm
b omega0 = 5.9310e+05 m/s
first transition: wavelength = 619.92 nm
first transition: kb = 1.97836e-03
first transition: |<f|z|i>| = 0.13802 nm
first transition: T_S/q = -9.65962e+04 m/s
first transition: R/q = 9.4517e-02 m/s
first transition: R/T_S = -9.7848e-07
  relative shift from charge term = -1.9569e-06
  relative shift from radial current term = 9.7847e-07
second transition: photon energy = 6.0 eV
second transition: kb = 5.93508e-03
second transition: |<f|z|i>| = 0.00000000 nm
second transition: T/q = 5.3800e-01 m/s
second / first amplitude, each on shell = -5.5695e-06
every check passed
```
